# Horn collimation and the non-additive resistance of aligned point contacts: test program

```python
"""
Horn collimation and two aligned point contacts in series.

Results under test (2D electrons, hard walls, no magnetic field):
  slow horn:  W*sin(alpha) is conserved, so sin(alpha_max) = W_min/W_max
  series:     R_series = (R_1 + R_2)/(1 + d) for identical contacts
W_min, W_max : widths of constriction and horn mouth
alpha        : angle between velocity and axis
L            : distance between the two facing mouths
N            : number of spin-degenerate channels of one contact
d = T_d/N    : fraction of injected electrons that is transmitted directly
The region between the contacts floats and scrambles the missed electrons.
"""
import numpy as np
from scipy.constants import h, e

rng = np.random.default_rng(12)

# ---------------- model parameters (lengths in nm) ----------------
wavelength = 40.0
w_min, w_max = 210.0, 525.0
separation = 2000.0
horn_length = 4200.0
k_fermi = 2 * np.pi / wavelength
n_channels = int(np.floor(k_fermi * w_min / np.pi))
ratio = w_max / w_min
sin_max = w_min / w_max


def horn_width(x, length):
    """Smooth horn profile in units of W_min, flat at both ends."""
    u = np.clip(x, 0, length) * np.pi / (2 * length)
    return 1 + (ratio - 1) * np.sin(u) ** 2


# ---------------- classical rays in a horn (unit length W_min) ----------------
def trace_rays(length, sin_start, y_start):
    step = 0.01
    x = np.zeros_like(y_start)
    y = y_start.copy()
    vy = sin_start.copy()
    vx = np.sqrt(1 - vy ** 2)
    for _ in range(60000):
        x += step * vx
        y += step * vy
        width = horn_width(x, length)
        hit = np.nonzero(np.abs(y) > width / 2)[0]
        if hit.size:
            side = np.sign(y[hit])
            u = np.clip(x[hit], 0, length) * np.pi / (2 * length)
            slope = side * (ratio - 1) * np.pi / (4 * length) * np.sin(2 * u)
            outward = side * (vy[hit] - slope * vx[hit]) > 0
            hit, side, slope = hit[outward], side[outward], slope[outward]
            along = (vx[hit] + slope * vy[hit]) / (1 + slope ** 2)
            vx[hit] = 2 * along - vx[hit]
            vy[hit] = 2 * slope * along - vy[hit]
            y[hit] = side * width[hit] - y[hit]
        if x.min() >= length:
            break
    assert x.min() >= length
    return y, vy


sin_start = rng.uniform(-0.99, 0.99, 2000)
y_start = rng.uniform(-0.5, 0.5, 2000)
y_end, sin_end = trace_rays(60.0, sin_start, y_start)
steep = np.abs(sin_start) > 0.6
invariant_ratio = ratio * np.abs(sin_end[steep]) / np.abs(sin_start[steep])
invariant_error = np.max(np.abs(invariant_ratio - 1))
# remaining error is the finite slowness of the flare
assert invariant_error < 0.05
assert np.max(np.abs(sin_end)) < 1.05 * sin_max
# uniform filling of the mouth in position (sampling error about 0.007)
mouth_filling = np.mean((2 * y_end / ratio) ** 2)
assert abs(mouth_filling - 1 / 3) < 0.03
# an abrupt horn must fail to collimate
_, sin_abrupt = trace_rays(0.5, sin_start, y_start)
assert np.max(np.abs(sin_abrupt)) > 0.6

# ---------------- waves in a horn: mode matching (unit length W_min) ----------
n_modes = 40
mode = np.arange(1, n_modes + 1)
node, weight = np.polynomial.legendre.leggauss(120)
k_scaled = k_fermi * w_min


def mode_functions(y, width, count):
    n = np.arange(1, count + 1)[:, None]
    return np.sqrt(2 / width) * np.sin(n * np.pi * (y[None, :] / width + 0.5))


def wave_horn(length):
    """Transmission probabilities [outgoing mode, incoming mode]."""
    steps = max(80, int(np.ceil(length / 0.08)))
    dx = length / steps
    inner = horn_width((np.arange(steps) + 0.5) * dx, length)
    widths = np.concatenate(([1.0], inner, [ratio]))
    one = np.eye(n_modes)
    kx = [np.sqrt(k_scaled ** 2 - (mode * np.pi / w) ** 2 + 0j) for w in widths]
    reflect_next = np.zeros((n_modes, n_modes), complex)
    amplitude = one.astype(complex)
    for j in range(len(widths) - 2, -1, -1):
        narrow, wide = widths[j], widths[j + 1]
        y = node * narrow / 2
        f_narrow = mode_functions(y, narrow, n_modes)
        f_wide = mode_functions(y, wide, n_modes)
        overlap = (f_wide * (weight * narrow / 2)) @ f_narrow.T
        inverse = np.linalg.inv(one + reflect_next)
        admittance = kx[j + 1][:, None] * ((one - reflect_next) @ inverse)
        admittance = overlap.T @ admittance @ overlap
        k_diag = np.diag(kx[j])
        reflect = np.linalg.solve(k_diag + admittance, k_diag - admittance)
        amplitude = amplitude @ (inverse @ overlap @ (one + reflect))
        if j > 0:
            phase = np.exp(1j * kx[j] * dx)
            amplitude = amplitude * phase[None, :]
            reflect_next = phase[:, None] * reflect * phase[None, :]
    flux_out, flux_in = kx[-1].real, kx[0].real[:n_channels]
    prob = np.abs(amplitude[:, :n_channels]) ** 2
    return prob * flux_out[:, None] / flux_in[None, :]


horn_table = []
for length_nm in (210.0, 1050.0, horn_length, 12600.0):
    prob = wave_horn(length_nm / w_min)
    total = prob.sum()
    in_cone = prob[:n_channels].sum() / total
    kept = np.min(np.diag(prob[:n_channels]))
    horn_table.append((length_nm, total, in_cone, kept))
assert horn_table[0][2] < 0.85          # short horn: flux outside the cone
assert horn_table[2][2] > 0.95          # horn of the worked example
assert abs(horn_table[2][1] - n_channels) < 0.05   # conductance unchanged
assert horn_table[3][3] > 0.95          # slow horn: every mode number kept


# ---------------- direct transmission between the mouths ----------------
def direct_fraction(narrow, mouth, distance):
    s = min(narrow / mouth, mouth / np.hypot(mouth, distance))
    return (mouth * s - distance * (1 - np.sqrt(1 - s * s))) / narrow


def counted_fraction(narrow, mouth, distance, points=1000):
    """Count phase-space cells of the beam that fall on the second mouth."""
    grid = (np.arange(points) + 0.5) / points - 0.5
    y = mouth * grid[:, None]
    s = 2 * (narrow / mouth) * grid[None, :]
    landing = y + distance * s / np.sqrt(1 - s * s)
    return np.mean(np.abs(landing) < mouth / 2)


for distance in (300.0, separation):    # cone-limited and mouth-limited
    difference = (direct_fraction(w_min, w_max, distance)
                  - counted_fraction(w_min, w_max, distance))
    assert abs(difference) < 3e-3       # grid error
d_horn = direct_fraction(w_min, w_max, separation)
d_plain = direct_fraction(w_min, w_min, separation)
d_far = w_max ** 2 / (2 * separation * w_min)
assert abs(d_far / d_horn - 1) < 0.03   # next order is (W_max/2L)^2

# wave propagation from the modes of one mouth to the modes of the other
y_node, y_weight = np.polynomial.legendre.leggauss(200)
y_node, y_weight = y_node * w_max / 2, y_weight * w_max / 2
q = np.linspace(-k_fermi, k_fermi, 8001)
functions = mode_functions(y_node, w_max, n_channels)
spectrum = (functions * y_weight) @ np.exp(-1j * np.outer(y_node, q))
k_axial = np.sqrt(np.maximum(k_fermi ** 2 - q ** 2, 0))
t_direct = (spectrum.conj() * np.exp(1j * k_axial * separation)) @ spectrum.T
t_direct *= (q[1] - q[0]) / (2 * np.pi)
d_wave = np.sum(np.abs(t_direct) ** 2) / n_channels
# diffraction and integer channel number: corrections of order 1/N
assert abs(d_wave / d_horn - 1) < 0.10


# ---------------- three-terminal circuit ----------------
def series_resistance(n1, n2, td):
    """Resistance in units of h/(2e^2), floating middle region."""
    return (n1 + n2 - 2 * td) / (n1 * n2 - td ** 2)


for n1, n2, td in ((7, 12, 3.0), (10, 10, 4.5), (5, 9, 0.0)):
    conductance = np.array([[n1, -(n1 - td)],
                            [-(n1 - td), n1 + n2 - 2 * td]])
    voltage = np.linalg.solve(conductance, np.array([1.0, 0.0]))
    assert abs(voltage[0] - series_resistance(n1, n2, td)) < 1e-12
    assert voltage[0] <= 1 / n1 + 1 / n2 + 1e-12

# ---------------- electrons followed through the middle region ----------------
# gate walls at x=0 and x=L reflect specularly, distant ends scatter diffusely
n_rays = 100000
gap = separation / w_min
half_height = 15.0
x = np.zeros(n_rays)
y = rng.uniform(-ratio / 2, ratio / 2, n_rays)
vy = rng.uniform(-sin_max, sin_max, n_rays)
vx = np.sqrt(1 - vy ** 2)
transmitted, direct_hits, flight = 0, 0, 0
while x.size:
    assert flight < 100000
    to_gate = np.where(vx > 0, gap - x, x) / np.maximum(np.abs(vx), 1e-15)
    to_end = (half_height - np.sign(vy) * y) / np.maximum(np.abs(vy), 1e-15)
    at_gate = to_gate < to_end
    time = np.where(at_gate, to_gate, to_end)
    x = np.clip(x + vx * time, 0, gap)
    y = np.clip(y + vy * time, -half_height, half_height)
    leaves = at_gate & (np.abs(y) < ratio / 2) & (np.abs(vy) < sin_max)
    right = np.count_nonzero(leaves & (vx > 0))
    transmitted += right
    if flight == 0:
        direct_hits = right
    new_vx = rng.uniform(-1, 1, x.size)
    new_vy = -np.sign(y) * np.sqrt(1 - new_vx ** 2)
    vx = np.where(at_gate, -vx, new_vx)
    vy = np.where(at_gate, vy, new_vy)
    stay = ~leaves
    x, y, vx, vy = x[stay], y[stay], vx[stay], vy[stay]
    flight += 1
followed_direct = direct_hits / n_rays
followed_total = transmitted / n_rays
predicted_total = (1 + d_horn) / 2
# sampling error is about 0.0015; the rest allows for imperfect scrambling
assert abs(followed_direct - d_horn) < 0.008
assert abs(followed_total - predicted_total) < 0.015

# ---------------- worked example ----------------
r_unit = h / (2 * e ** 2)
r_one = r_unit / n_channels
r_sum = 2 * r_one
r_horn = r_unit * series_resistance(n_channels, n_channels, n_channels * d_horn)
r_plain = r_unit * series_resistance(n_channels, n_channels, n_channels * d_plain)
r_wave = r_unit * series_resistance(n_channels, n_channels, n_channels * d_wave)
assert r_one < r_horn < r_plain < r_sum
sin_top = n_channels * np.pi / (k_fermi * w_max)

print(f"Fermi wavelength                      {wavelength:.0f} nm")
print(f"constriction width W_min              {w_min:.0f} nm")
print(f"mouth width W_max                     {w_max:.0f} nm")
print(f"mouth separation L                    {separation:.0f} nm")
print(f"horn length                           {horn_length:.0f} nm")
print(f"k_F W_min / pi                        {k_fermi * w_min / np.pi:.2f}")
print(f"channels N                            {n_channels}")
print(f"sin(alpha_max) = W_min/W_max          {sin_max:.4f}")
print(f"maximal injection angle               {np.degrees(np.arcsin(sin_max)):.2f} deg")
print(f"angle of highest mode                 {np.degrees(np.arcsin(sin_top)):.2f} deg")
print(f"angle subtended, arctan(W_max/L)      {np.degrees(np.arctan(w_max / separation)):.2f} deg")
print("Rays, slow horn of length 60 W_min:")
print(f"  largest final |sin(alpha)|          {np.max(np.abs(sin_end)):.4f}")
print(f"  largest relative change of W sin(a) {invariant_error:.4f} (start |sin|>0.6)")
print(f"  mean (2y/W_max)^2, uniform is 1/3   {mouth_filling:.3f}")
print("Rays, abrupt horn of length 0.5 W_min:")
print(f"  largest final |sin(alpha)|          {np.max(np.abs(sin_abrupt)):.4f}")
print("Waves: horn length, total transmission, flux share in modes 1..N,")
print("       smallest probability to keep the mode number")
for length_nm, total, in_cone, kept in horn_table:
    print(f"  {length_nm:7.0f} nm   {total:8.4f}   {in_cone:.4f}   {kept:.4f}")
print(f"direct fraction d with horns          {d_horn:.4f}")
print(f"direct fraction, large-L formula      {d_far:.4f}")
print(f"direct fraction, wave calculation     {d_wave:.4f}")
print(f"direct fraction without horns         {d_plain:.4f}")
print(f"enhancement of d by horns             {d_horn / d_plain:.2f}")
print(f"(W_max/W_min)^2                       {ratio ** 2:.2f}")
print(f"followed electrons: direct fraction   {followed_direct:.4f}")
print(f"followed electrons: total transmitted {followed_total:.4f}")
print(f"predicted total (1+d)/2               {predicted_total:.4f}")
print(f"h/(2e^2)                              {r_unit:.2f} ohm")
print(f"one contact                           {r_one:.1f} ohm")
print(f"additive sum of two contacts          {r_sum:.1f} ohm")
print(f"series resistance with horns          {r_horn:.1f} ohm = {r_horn / 1000:.3f} kilo-ohm")
print(f"series resistance, wave value of d    {r_wave:.1f} ohm")
print(f"series resistance without horns       {r_plain:.1f} ohm")
print(f"deficit with horns                    {r_sum - r_horn:.1f} ohm")
print(f"relative deficit with horns           {100 * (1 - r_horn / r_sum):.1f} percent")
print(f"relative deficit without horns        {100 * (1 - r_plain / r_sum):.1f} percent")
print("all good")
```

Output:

```
Fermi wavelength                      40 nm
constriction width W_min              210 nm
mouth width W_max                     525 nm
mouth separation L                    2000 nm
horn length                           4200 nm
k_F W_min / pi                        10.50
channels N                            10
sin(alpha_max) = W_min/W_max          0.4000
maximal injection angle               23.58 deg
angle of highest mode                 22.39 deg
angle subtended, arctan(W_max/L)      14.71 deg
Rays, slow horn of length 60 W_min:
  largest final |sin(alpha)|          0.3962
  largest relative change of W sin(a) 0.0060 (start |sin|>0.6)
  mean (2y/W_max)^2, uniform is 1/3   0.339
Rays, abrupt horn of length 0.5 W_min:
  largest final |sin(alpha)|          0.9571
Waves: horn length, total transmission, flux share in modes 1..N,
       smallest probability to keep the mode number
      210 nm     9.9954   0.5207   0.0005
     1050 nm    10.0000   0.9347   0.0662
     4200 nm    10.0000   0.9998   0.9584
    12600 nm    10.0000   1.0000   0.9994
direct fraction d with horns          0.3227
direct fraction, large-L formula      0.3281
direct fraction, wave calculation     0.3110
direct fraction without horns         0.0524
enhancement of d by horns             6.16
(W_max/W_min)^2                       6.25
followed electrons: direct fraction   0.3234
followed electrons: total transmitted 0.6633
predicted total (1+d)/2               0.6613
h/(2e^2)                              12906.40 ohm
one contact                           1290.6 ohm
additive sum of two contacts          2581.3 ohm
series resistance with horns          1951.6 ohm = 1.952 kilo-ohm
series resistance, wave value of d    1968.9 ohm
series resistance without horns       2452.9 ohm
deficit with horns                    629.7 ohm
relative deficit with horns           24.4 percent
relative deficit without horns        5.0 percent
all good
```
